# Retarded self-energy of a semi-infinite chain, inside and outside the band: a program that tests the result

```python
# Result under test: the retarded self-energy of a semi-infinite chain lead is
#   Sigma(E) = -t exp(i k a),  E = -2 t cos(k a),
# with 0 < ka < pi inside the band and a decaying exponential outside it.
# t: hopping strength (eV), a: site spacing (m), E: energy from band centre (eV),
# lam = exp(i k a): amplitude ratio of neighbouring lead sites,
# Gamma = -2 Im Sigma: broadening (eV), U: energy of one defect site (eV).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal

e = const.e
hbar_eVs = const.hbar / e
t = 1.5
a = 0.25e-9
U = 1.0
E_in = -1.5
E_out = 3.75


def sigma_real(E):
    """Retarded self-energy at real energy, by the rule for the root."""
    if abs(E) <= 2 * t:
        return -t * np.exp(1j * np.arccos(-E / (2 * t)))
    return np.sign(E) * t * np.exp(-np.arccosh(abs(E) / (2 * t))) + 0j


def sigma_complex(z):
    """Self-energy in the upper half-plane, principal square roots."""
    z = complex(z)
    return (z - np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)) / 2


def sigma_decimated(z, h):
    """Lead self-energy by repeated elimination of every second layer."""
    one = np.eye(len(h), dtype=complex)
    hop = -t * one
    surface = h.astype(complex)
    bulk = surface.copy()
    alpha, beta = hop.copy(), hop.copy()
    for _ in range(70):
        g = np.linalg.inv(z * one - bulk)
        agb, bga = alpha @ g @ beta, beta @ g @ alpha
        surface = surface + agb
        bulk = bulk + agb + bga
        alpha, beta = alpha @ g @ alpha, beta @ g @ beta
        if np.abs(alpha).max() < 1e-15:
            break
    else:
        raise RuntimeError("decimation did not converge")
    return hop @ np.linalg.inv(z * one - surface) @ hop


# Direct solution of a long finite lead, damped so that its far end is not felt
n_long = 4000
for E in (-3.75, -1.5, 0.4, 2.2, 3.75):
    z = E + 0.02j
    bands = np.full((3, n_long), t, dtype=complex)
    bands[1] = z
    source = np.zeros(n_long, dtype=complex)
    source[0] = 1
    column = solve_banded((1, 1), bands, source)
    assert abs(t**2 * column[0] - sigma_complex(z)) < 1e-9
    lam = -sigma_complex(z) / t
    assert abs(lam) < 1 and abs(column[5] / column[4] - lam) < 1e-9

# Limit of small damping: retarded and advanced roots, then the band edge
eta = 1e-6
site = np.zeros((1, 1))
sig_num = {}
for E in (-E_out, E_in, 0.4, 2.2, E_out):
    sig_num[E] = sigma_decimated(E + 1j * eta, site)[0, 0]
    assert abs(sig_num[E] - sigma_real(E)) < 1e-5
    advanced = sigma_decimated(E - 1j * eta, site)[0, 0]
    assert abs(advanced - np.conj(sigma_real(E))) < 1e-5
for edge in (-2 * t, 2 * t):
    edge_dev = abs(sigma_decimated(edge + 1j * eta, site)[0, 0] - np.sign(edge) * t)
    assert abs(edge_dev / np.sqrt(t * eta) - 1) < 0.01

# Five sites closed by two self-energies must equal a piece of the infinite chain
theta = 2 * np.pi * np.arange(8192) / 8192
for E in (E_in, E_out, -E_out):
    z = E + 0.05j
    h5 = -t * (np.eye(5, k=1) + np.eye(5, k=-1)).astype(complex)
    h5[0, 0] = h5[4, 4] = sigma_complex(z)
    G5 = np.linalg.inv(z * np.eye(5) - h5)
    for m in range(5):
        G_k = np.mean(np.exp(1j * theta * m) / (z + 2 * t * np.cos(theta)))
        assert abs(G5[0, m] - G_k) < 1e-9

# Broadening against the group velocity from a finite difference of the band
sig_in = sigma_real(E_in)
Gamma = -2 * sig_in.imag
ka = np.arccos(-E_in / (2 * t))
step = 1e-5


def velocity(band, phase):
    return (band(phase + step) - band(phase - step)) / (2 * step) * a / hbar_eVs


v = velocity(lambda p: -2 * t * np.cos(p), ka)
assert v > 0 and abs(hbar_eVs * v / a / Gamma - 1) < 1e-7

# Time decay of a site weakly joined to the lead
t_c = 0.1 * t
Gamma_c = (t_c / t)**2 * Gamma
n_dec = 500
diag = np.zeros(n_dec)
diag[0] = E_in
off = np.full(n_dec - 1, -t)
off[0] = -t_c
w, vec = eigh_tridiagonal(diag, off)
times = np.array([20.0, 60.0])  # in units of hbar/eV
prob = [abs(np.sum(vec[0]**2 * np.exp(-1j * w * s)))**2 for s in times]
rate_num = np.log(prob[0] / prob[1]) / (times[1] - times[0])
assert abs(rate_num / Gamma_c - 1) < 0.02  # corrections of order (t_c/t)^2


# Defect transmission: formula against recursion of the wave function
def transmission(E):
    gam = -2 * sigma_real(E).imag
    return gam**2 / (gam**2 + U**2)


def transmission_recursion(E):
    q = np.arccos(-E / (2 * t))
    right, here = np.exp(2j * q), np.exp(1j * q)
    psi = {}
    for n in (1, 0, -1):
        left = -(E - (U if n == 0 else 0)) * here / t - right
        right, here = here, left
        psi[n - 1] = left
    M = np.array([[np.exp(1j * q * n), np.exp(-1j * q * n)] for n in (-1, -2)])
    incident = np.linalg.solve(M, [psi[-1], psi[-2]])[0]
    return 1 / abs(incident)**2


for E in (-2.5, E_in, 0.3, 2.0):
    assert abs(transmission(E) - transmission_recursion(E)) < 1e-10
    direct = 1j * (-2 * sigma_real(E).imag) / (E - U - 2 * sigma_real(E))
    assert abs(abs(direct)**2 - transmission_recursion(E)) < 1e-10
T_in = transmission(E_in)
G0 = 2 * e**2 / const.h

# Bound state of the defect: formula against diagonalization
E_b = np.sqrt(4 * t**2 + U**2)
n_b, mid = 401, 200
for sign in (1, -1):
    diag = np.zeros(n_b)
    diag[mid] = sign * U
    w, vec = eigh_tridiagonal(diag, np.full(n_b - 1, -t))
    outside = np.where(np.abs(w) > 2 * t)[0]
    assert len(outside) == 1
    j = outside[0]
    assert abs(w[j] - sign * E_b) < 1e-9
    ratio = vec[mid + 1, j] / vec[mid, j]
    assert abs(ratio + sigma_real(w[j]).real / t) < 1e-8
    if sign == 1:
        E_b_num, ratio_b = w[j], ratio


# Wire of several modes: matrix decimation against the mode-by-mode formula
def open_chain(n):
    return -t * (np.eye(n, k=1) + np.eye(n, k=-1))


h_cross = np.kron(open_chain(2), np.eye(3)) + np.kron(np.eye(2), open_chain(3))
eps_m, modes = np.linalg.eigh(h_cross)
sig_modes = modes @ np.diag([sigma_real(0 - x) for x in eps_m]) @ modes.T
assert np.abs(sigma_decimated(1j * eta, h_cross) - sig_modes).max() < 1e-5
closed_small = int(np.sum(np.abs(eps_m) > 2 * t))
assert 0 < closed_small < 6

# Neglected: many modes in a wire of 40 x 40 sites at half filling
n_side = 40
eps_1 = np.linalg.eigvalsh(open_chain(n_side))
eps_2 = eps_1[:, None] + eps_1[None, :]
n_open = int(np.sum(np.abs(eps_2) < 2 * t))

# Neglected: second-neighbour hopping
t2 = 0.1 * t
roots = np.roots([-4 * t2, -2 * t, 2 * t2 - E_in])
cosines = [r.real for r in roots if abs(r.imag) < 1e-12 and abs(r.real) < 1]
assert len(cosines) == 1
v2 = velocity(lambda p: -2 * t * np.cos(p) - 2 * t2 * np.cos(2 * p),
              np.arccos(cosines[0]))

# Neglected: temperature
temp = 378.0
kT = const.k * temp / e
T_warm = quad(lambda x: transmission(E_in + kT * x) / (4 * np.cosh(x / 2)**2),
              -30, 30, epsabs=1e-11, limit=200)[0]

# Neglected: scattering in the metal, intensity falling as exp(-x/mfp)
mfp = 40e-9
length = 1e-6
eta_sc = hbar_eVs * v / (2 * mfp)
sig_sc = sigma_complex(E_in + 1j * eta_sc)
assert abs(-2 * np.log(abs(sig_sc) / t) / (a / mfp) - 1) < 1e-3
n_slab = 20000
r_slab = length / n_slab / mfp
T_wire = 1.0
for _ in range(n_slab):  # intensities of thin slabs, all multiple reflections
    T_wire = (1 - r_slab) * T_wire / (1 - r_slab * (1 - T_wire))
T_est = 1 / (1 + length / mfp)
assert abs(T_wire / T_est - 1) < 0.01

print(f"hopping t = {t:.2f} eV")
print(f"spacing a = {a*1e9:.2f} nm")
print(f"band edges = -/+ {2*t:.2f} eV")
print(f"INSIDE: E = {E_in:.2f} eV")
print(f"ka = {ka:.4f} rad = {np.degrees(ka):.1f} deg")
print(f"Sigma formula = {sig_in.real:.4f} {sig_in.imag:+.4f}i eV")
s = sig_num[E_in]
print(f"Sigma decimation = {s.real:.4f} {s.imag:+.4f}i eV")
print(f"damping eta in decimation = {eta:.0e} eV")
print(f"Gamma = {Gamma:.4f} eV")
print(f"group velocity = {v:.3e} m/s")
for E in (E_out, -E_out):
    s = sigma_real(E).real
    print(f"OUTSIDE: E = {E:.2f} eV")
    print(f"Sigma formula = {s:.4f} eV")
    print(f"Sigma decimation, real part = {sig_num[E].real:.4f} eV")
    print(f"rejected root = {t**2/s:.4f} eV")
    print(f"amplitude ratio per site = {-s/t:.4f}")
kappa_a = np.arccosh(E_out / (2 * t))
print(f"kappa a = {kappa_a:.4f}")
print(f"amplitude decay length = {a/kappa_a*1e9:.3f} nm")
print(f"edge deviation of Sigma at this eta = {edge_dev:.3e} eV")
print(f"WEAK CONTACT: t_c = {t_c:.2f} eV")
print(f"Gamma_c formula = {Gamma_c:.5f} eV")
print(f"Gamma_c from time decay = {rate_num:.5f} eV")
print(f"lifetime hbar/Gamma_c = {hbar_eVs/Gamma_c*1e15:.2f} fs")
print(f"DEFECT: U = {U:.2f} eV")
print(f"T formula at E inside = {T_in:.5f}")
print(f"T wave recursion = {transmission_recursion(E_in):.5f}")
print(f"conductance quantum 2e^2/h = {G0*1e6:.3f} uS")
print(f"defect conductance = {G0*T_in*1e6:.3f} uS")
print(f"bound state formula = {E_b:.5f} eV")
print(f"bound state diagonalization = {E_b_num:.5f} eV")
print(f"bound-state amplitude ratio = {ratio_b:.4f}")
print(f"SMALL WIRE 2 x 3 sites: closed modes = {closed_small} of 6")
print(f"NEGLECTED: wire side = {n_side*a*1e9:.1f} nm")
print(f"open modes = {n_open} of {n_side**2}")
print(f"ballistic conductance = {G0*n_open*1e3:.2f} mS")
print(f"second-neighbour hopping = {t2:.2f} eV")
print(f"hbar v/a with it = {hbar_eVs*v2/a:.4f} eV")
print(f"change of hbar v/a = {100*(v2/v-1):.1f} %")
print(f"temperature = {temp:.0f} K, kT = {kT:.4f} eV")
print(f"thermally averaged T = {T_warm:.5f}")
print(f"rough mean free path = {mfp*1e9:.0f} nm")
print(f"scattering eta = {eta_sc*1e3:.2f} meV")
print(f"change |delta Sigma| = {abs(sig_sc-sig_in)*1e3:.2f} meV")
print(f"wire length = {length*1e9:.0f} nm")
print(f"T per mode, 1/(1+L/l) = {T_est:.4f}")
print(f"T per mode, slab composition = {T_wire:.4f}")
print("tests ok")
```

Running it gives:

```
hopping t = 1.50 eV
spacing a = 0.25 nm
band edges = -/+ 3.00 eV
INSIDE: E = -1.50 eV
ka = 1.0472 rad = 60.0 deg
Sigma formula = -0.7500 -1.2990i eV
Sigma decimation = -0.7500 -1.2990i eV
damping eta in decimation = 1e-06 eV
Gamma = 2.5981 eV
group velocity = 9.868e+05 m/s
OUTSIDE: E = 3.75 eV
Sigma formula = 0.7500 eV
Sigma decimation, real part = 0.7500 eV
rejected root = 3.0000 eV
amplitude ratio per site = -0.5000
OUTSIDE: E = -3.75 eV
Sigma formula = -0.7500 eV
Sigma decimation, real part = -0.7500 eV
rejected root = -3.0000 eV
amplitude ratio per site = 0.5000
kappa a = 0.6931
amplitude decay length = 0.361 nm
edge deviation of Sigma at this eta = 1.224e-03 eV
WEAK CONTACT: t_c = 0.15 eV
Gamma_c formula = 0.02598 eV
Gamma_c from time decay = 0.02607 eV
lifetime hbar/Gamma_c = 25.33 fs
DEFECT: U = 1.00 eV
T formula at E inside = 0.87097
T wave recursion = 0.87097
conductance quantum 2e^2/h = 77.481 uS
defect conductance = 67.483 uS
bound state formula = 3.16228 eV
bound state diagonalization = 3.16228 eV
bound-state amplitude ratio = -0.7208
SMALL WIRE 2 x 3 sites: closed modes = 2 of 6
NEGLECTED: wire side = 10.0 nm
open modes = 1014 of 1600
ballistic conductance = 78.57 mS
second-neighbour hopping = 0.15 eV
hbar v/a with it = 3.0685 eV
change of hbar v/a = 18.1 %
temperature = 378 K, kT = 0.0326 eV
thermally averaged T = 0.87084
rough mean free path = 40 nm
scattering eta = 8.12 meV
change |delta Sigma| = 4.68 meV
wire length = 1000 nm
T per mode, 1/(1+L/l) = 0.0385
T per mode, slab composition = 0.0384
tests ok
```
